Three-gamma reduction and the contraction of two V−A chains

**Problem**

When two fermions exchange two vector bosons, each fermion line carries two vertices with a propagator between them. The momentum part of the propagator supplies a third gamma matrix, so each line contains a product of three. The g_{μν} parts of the two boson propagators contract the outer indices of one line with those of the other, in the same order or in opposite orders according to how the bosons are attached. The middle gammas are contracted with the momenta of the two fermion propagators. The loop integral over k_αk_β contains a part proportional to g_{αβ}, which contracts the middle indices as well. When the external momenta can be neglected in the loop, no other tensor is available and this part is the whole integral; otherwise further terms built from the external momenta appear, which are not treated here. The task is to reduce such products to single gammas.

Work in four spacetime dimensions with

g = diag(1, −1, −1, −1), γ^μγ^ν + γ^νγ^μ = 2g^{μν},

γ5 = iγ^0γ^1γ^2γ^3, ε^{0123} = +1.

Lowering all four indices multiplies ε by g_{00}g_{11}g_{22}g_{33} = −1, so ε_{0123} = −1. Repeated indices are summed unless "no sum" is written. Define

Γ_L = 1 − γ5, Γ_R = 1 + γ5.

A vertex γ^μΓ_L is called V−A. On a line with two such vertices, γ5 anticommutes with each gamma and Γ_L² = 2Γ_L, so γ^μΓ_Lγ^νγ^ρΓ_L = 2γ^μγ^νγ^ρΓ_L, while the mass part of the propagator drops out because γ^μΓ_Lγ^ρΓ_L = γ^μγ^ρΓ_RΓ_L = 0. The factor 2 per line is left out below, where each line carries one projector. The symbol ⊗ separates matrices belonging to two different fermion lines, which are not multiplied together.

(a) Write γ^μγ^νγ^ρ as a combination of single gammas and a term ε^{σμνρ}γ_σγ5, with all coefficients.

(b) Express the following two contractions through γ^σΓ_L ⊗ γ_σΓ_L:

equal order: γ^μγ^νγ^ρΓ_L ⊗ γ_μγ_νγ_ρΓ_L,

reversed order: γ^μγ^νγ^ρΓ_L ⊗ γ_ργ_νγ_μΓ_L.

(c) What changes if the second line carries Γ_R?

(d) Evaluate the contractions between the spinors of two distinguishable massless fermions that scatter in their centre-of-mass frame, 1 + 2 → 3 + 4. Line one runs from 1 to 3 and line two from 2 to 4. Each particle has energy E = 10 GeV, and the scattering angle is θ = 60°. Use ħ = c = 1 and spinors with u†u = 2E. Couplings, propagators and loop integrals are left out.

**First estimate by scaling**

Each spinor scales as √E. Four spinors enter, so every contraction scales as E². For a left-handed massless spinor Γ_L u = 2u, because γ5u = −u. In the Weyl representation used below, each gamma matrix is unitary, and so is any product of them. A matrix element on one line is therefore at most 2 · 2E = 4E = 40 GeV in magnitude. This suggests that the single-gamma contraction is of order

(4E)² = 1600 GeV².

The triple-gamma contraction has 4³ = 64 terms where the single-gamma contraction has 4. Suppose that the terms have similar magnitudes. If they add in phase in both sums, the ratio is 64/4 = 16. If their signs are random in both, it is √64/√4 = 4. The triple contraction should then lie roughly between

4 · 1600 = 6400 GeV² and 16 · 1600 = 25600 GeV².

Counting terms does not tell which order of indices, if either, produces which ratio. That depends on the signs.

**Exact solution**

*Part (a): the reduction.* Split the product into parts that are even and odd under reversal of its order:

S^{μνρ} = ½(γ^μγ^νγ^ρ + γ^ργ^νγ^μ),

A^{μνρ} = ½(γ^μγ^νγ^ρ − γ^ργ^νγ^μ).

Their sum is γ^μγ^νγ^ρ. To find S, bring the reversed product back to the original order by three anticommutations:

γ^ργ^νγ^μ = 2g^{μν}γ^ρ − γ^ργ^μγ^ν

= 2g^{μν}γ^ρ − 2g^{μρ}γ^ν + γ^μγ^ργ^ν

= 2g^{μν}γ^ρ − 2g^{μρ}γ^ν + 2g^{νρ}γ^μ − γ^μγ^νγ^ρ.

Move the last term to the left and divide by two:

S^{μνρ} = g^{μν}γ^ρ + g^{νρ}γ^μ − g^{μρ}γ^ν.

Now consider A. If μ = ν, then γ^μγ^μ = g^{μμ} (no sum) is a number, which commutes with γ^ρ, so the two products in A cancel. The same holds for ν = ρ. If μ = ρ, the two products are identical and cancel again. Thus A vanishes whenever two indices coincide.

If all three indices differ, the gammas anticommute. Reversing their order takes three exchanges and gives a minus sign, so A^{μνρ} = γ^μγ^νγ^ρ. In four dimensions exactly one index value σ is then missing. Reordering the definition of γ5 gives

γ5 = i ε^{σμνρ} γ^σγ^μγ^νγ^ρ (no sum),

since ε is the sign of the permutation and its square is 1. Multiply from the left by γ_σ and use γ_σγ^σ = g_{σσ}g^{σσ} = 1 (no sum):

γ_σγ5 = i ε^{σμνρ} γ^μγ^νγ^ρ (no sum).

Multiplication by −iε^{σμνρ} isolates the product. Once σ is summed, the result also covers coinciding indices, for which both sides vanish:

A^{μνρ} = −i ε^{σμνρ} γ_σγ5.

The complete reduction is therefore

γ^μγ^νγ^ρ = g^{μν}γ^ρ + g^{νρ}γ^μ − g^{μρ}γ^ν − i ε^{σμνρ}γ_σγ5.

With the opposite convention ε^{0123} = −1, the last term has a plus sign. A component fixes the sign in the present convention. From the definition, γ^0γ5 = i(γ^0)²γ^1γ^2γ^3 = iγ^1γ^2γ^3, hence γ^1γ^2γ^3 = −iγ^0γ5 = −iγ_0γ5. The formula gives the same, because ε^{0123} = +1.

*Part (b): the contraction.* Abbreviate

V = γ^σ ⊗ γ_σ, X = γ^σγ5 ⊗ γ_σγ5.

First contract S with S. Each of its three terms contracted with its own partner gives 4V, because g^{μν}g_{μν} = 4. The first term with the second gives

g^{μν}g_{νρ} γ^ρ ⊗ γ_μ = γ^μ ⊗ γ_μ = V.

The first with the third, and the second with the third, each give −V, the sign coming from the third term. Every unequal pair occurs twice, so

S^{μνρ} ⊗ S_{μνρ} = [3·4 + 2(1 − 1 − 1)]V = 10V.

The mixed contractions S ⊗ A and A ⊗ S vanish. Each term of S contains a metric tensor symmetric in two indices, while A is antisymmetric in the same two.

For A with A, the contraction ε^{σμνρ}ε_{τμνρ} is needed. For σ ≠ τ the indices μ, ν, ρ would have to take three different values from the two that remain, which is impossible. For σ = τ there are 3! = 6 arrangements, each contributing −1 from the lowered indices. Hence

ε^{σμνρ}ε_{τμνρ} = −6δ^σ_τ,

A^{μνρ} ⊗ A_{μνρ} = (−i)²(−6) γ_σγ5 ⊗ γ^σγ5 = +6X.

The factor −i enters squared, so the sign convention for ε has no effect here. Reversing the order on the second line leaves S unchanged and turns A into −A. Before any projector is applied,

γ^μγ^νγ^ρ ⊗ γ_μγ_νγ_ρ = 10V + 6X,

γ^μγ^νγ^ρ ⊗ γ_ργ_νγ_μ = 10V − 6X.

For purely vector couplings the result is thus not a multiple of V alone. An axial structure X appears beside it.

These two lines can be checked by joining the chains, that is, by replacing ⊗ with ordinary matrix multiplication. Then V becomes γ^σγ_σ = 4, and X becomes γ^σγ5γ_σγ5 = −γ^σγ_σ(γ5)² = −4. The formulas predict 40 − 24 = 16 for equal order and 40 + 24 = 64 for reversed order. The reversed product γ^μγ^νγ^ργ_ργ_νγ_μ collapses from the inside to 4·4·4 = 64. For equal order, first note that

γ^μγ^νγ_μ = 2γ^ν − γ^μγ_μγ^ν = −2γ^ν,

γ^μγ^νγ^ργ_μ = 2γ^ργ^ν − γ^μγ^νγ_μγ^ρ = 2γ^ργ^ν + 2γ^νγ^ρ = 4g^{νρ}.

The remaining factor γ_νγ_ρ then gives 4g^{νρ}γ_νγ_ρ = 4·4 = 16. Both predictions agree.

Now put Γ_L at the right end of both lines. Since (γ5)² = 1,

γ5Γ_L = γ5 − 1 = −Γ_L.

The two minus signs in X multiply to +1, and X becomes the same structure as V. Therefore

γ^μγ^νγ^ρΓ_L ⊗ γ_μγ_νγ_ρΓ_L = 16 γ^σΓ_L ⊗ γ_σΓ_L,

γ^μγ^νγ^ρΓ_L ⊗ γ_ργ_νγ_μΓ_L = 4 γ^σΓ_L ⊗ γ_σΓ_L.

*Part (c): opposite chirality.* For the other projector γ5Γ_R = +Γ_R. With Γ_L on line one and Γ_R on line two, X acquires a factor −1 relative to V. Equal order now gives 10 − 6 = 4 and reversed order gives 10 + 6 = 16, so the two factors change places.

These are matrix identities. They hold for massive or massless spinors, on or off the mass shell. They do require four dimensions, because the step from three distinct indices to γ_σγ5 used the fact that one index value is missing. In a calculation continued to d dimensions, g^{μν}g_{μν} = d already changes the S contraction to (3d − 2)V, and the antisymmetric part needs a separate prescription.

*Part (d): the spinors.* In the Weyl representation, written in 2×2 blocks,

γ^0 = ((0, 1), (1, 0)), γ^i = ((0, σ_i), (−σ_i, 0)), γ5 = ((−1, 0), (0, 1)).

A left-handed spinor is u = √(2E)(ξ, 0). For motion along the unit vector n, the massless Dirac equation requires (σ·n)ξ = −ξ. Let particle 1 move along +z and let the scattering lie in the xz plane. With a = cos(θ/2) and b = sin(θ/2), the two-component spinors can be chosen as

ξ_1 = (0, 1), ξ_2 = (1, 0), ξ_3 = (−b, a), ξ_4 = (a, b).

Define J_1^μ = ū_3γ^μΓ_L u_1 and J_2^μ = ū_4γ^μΓ_L u_2, with ū = u†γ^0. On the upper block γ^0γ^μ acts as (1, −σ). The projector contributes 2 and the normalization 2E:

J_1 = 4E ξ_3†(1, −σ)ξ_1 = 4E(a, b, −ib, a),

J_2 = 4E ξ_4†(1, −σ)ξ_2 = 4E(a, −b, −ib, −a).

For θ = 60°, a = 0.866 and b = 0.5, so in GeV

J_1 = (34.64, 20, −20i, 34.64),

J_2 = (34.64, −20, −20i, −34.64).

The contraction takes a plus sign for the time component and minus signs for the space components:

J_1·J_2 = 1200 + 400 + 400 + 1200 = 3200 GeV².

The third term is −(−20i)(−20i) = +400. For any angle the same sum is 16E²(2a² + 2b²) = 32E², independent of θ.

The S and A parts of the triple contraction are

S part: 10 · 3200 = 32000 GeV²,

A part: 6 · 3200 = 19200 GeV² for equal order.

They add in equal order and subtract in reversed order:

equal order: 32000 + 19200 = 51200 GeV²,

reversed order: 32000 − 19200 = 12800 GeV².

If fermion 2 is right-handed and its line carries Γ_R, its spinors occupy the lower block. There (σ·n)η = +η, and γ^0γ^μ acts as (1, +σ). With η_2 = (0, 1) and η_4 = (−b, a),

J_2 = 4E(a, −b, ib, −a) = (34.64, −20, 20i, −34.64) GeV,

J_1·J_2 = 1200 + 400 − 400 + 1200 = 2400 GeV².

In general this product is 32E²a² = 16E²(1 + cos θ). It vanishes for backward scattering, as angular momentum conservation demands: the initial spin component along z is −1, while at θ = 180° the final one would be +1. The S part is 24000 GeV² and the A part in equal order is −14400 GeV². Equal order therefore gives 9600 GeV² and reversed order 38400 GeV².

**Comparison of the two**

The estimate (4E)² = 1600 GeV² for J_1·J_2 is too small by a factor of 2 for two left-handed fermions, at any angle. For opposite chiralities the ratio of the exact value to the estimate is 1 + cos θ, which is 1.5 at θ = 60° and falls to zero for backward scattering. The triple contractions inherit these factors: 6400 and 25600 GeV² were estimated, against 12800 and 51200 GeV² in the first case and 9600 and 38400 GeV² in the second.

The estimated ratios 16 and 4 coincide with the exact ones. When both lines carry Γ_L, however, only the ratio 16 arises for the reason assumed in the estimate. To see this, follow the individual terms in that case. By part (a), every choice of μ, ν, ρ reduces the triple product to a single gamma times a phase.

Of the 64 choices, 4·3·2 = 24 have three distinct indices and 40 have a repetition. In a repeated choice, one index value τ is left after a pair is removed. The metric factors on the two lines multiply to +1, so the term is +γ^τΓ_L ⊗ γ_τΓ_L (no sum). For a given τ there are 10 such choices: one with all three indices equal to τ, and nine with τ in one of three positions beside a pair of one of the three other values.

In a distinct choice, the phases on the two lines are iε^{σμνρ} and iε_{σμνρ}. Their product is i² · (−1) = +1 in equal order. For each missing value σ there are 6 such choices.

In equal order all 64 terms thus have coefficient +1, with 10 + 6 = 16 for each single-gamma term. The in-phase count is exact here. In reversed order the 24 distinct choices change sign, which leaves 10 − 6 = 4 for each.

The random-sign estimate also gives 4, but its reasoning does not describe this sum. It would predict a net count of about √64 = 8 in the triple sum and √4 = 2 in the single one. The actual net counts are 40 − 24 = 16 and 4. Both are twice the random values, so the ratio agrees by coincidence.
